# Why the proton-insertion hydrogen electrode removes the potential zero: a numerical check

```python
"""
Result under test: in a periodic cell with zero mean potential, removing an
electron and removing a proton shift by +e*phi0 and -e*phi0, so their sum is
independent of phi0, provided both cells have the same phi0.
phi0 = 2 pi sum(Q_m) / (3 volume), Q_m = integral of r^2 times charge density
of one neutral spherical solvent molecule. phi0 is the potential in the empty
space between molecules, which would be zero on the vacuum scale.
All charges are Gaussians (charge, width, x, y, z) in atomic units.
Charged cells have a uniform neutralizing background.
The electron is a frozen Gaussian orbital; its kinetic energy is included and
its electrostatic self-energy removed. The proton self-energy is removed too.
"""
from itertools import product
import numpy as np
from scipy import constants
from scipy.special import erf, erfc, logsumexp

HARTREE = constants.physical_constants["Hartree energy in eV"][0]
TEMPERATURE = 298.15
KT = constants.Boltzmann * TEMPERATURE / constants.e
SIDE = 20.0


class Cell:
    def __init__(self, side, cutoff=10.0):
        self.side = side
        n = int(cutoff * side / (2 * np.pi)) + 1
        r = np.arange(-n, n + 1)
        grid = np.stack(np.meshgrid(r, r, r, indexing="ij"), -1).reshape(-1, 3)
        x, y, z = grid.T
        half = (x > 0) | ((x == 0) & (y > 0)) | ((x == 0) & (y == 0) & (z > 0))
        g = 2 * np.pi / side * grid[half]
        g2 = np.sum(g * g, axis=1)
        keep = g2 < cutoff**2
        self.g, self.g2 = g[keep], g2[keep]
        self.weight = 4 * np.pi / (side**3 * self.g2)

    def density(self, charges):
        total = np.zeros(len(self.g2), complex)
        for q, width, *position in charges:
            phase = self.g @ np.array(position)
            total += q * np.exp(-0.5 * self.g2 * width**2 - 1j * phase)
        return total

    def energy(self, charges):
        return np.sum(self.weight * np.abs(self.density(charges))**2)

    def potential_at_origin(self, charges, probe_width=0.5):
        smear = np.exp(-0.5 * self.g2 * probe_width**2)
        return 2 * np.sum(self.weight * smear * self.density(charges).real)


def self_energy(q, width):
    return q * q / (2 * np.sqrt(np.pi) * width)


def isolated_energy(charges):
    total = sum(self_energy(c[0], c[1]) for c in charges)
    for i, a in enumerate(charges):
        for b in charges[:i]:
            r = np.linalg.norm(np.array(a[2:]) - np.array(b[2:]))
            spread = np.sqrt(2 * (a[1]**2 + b[1]**2))
            if r < 1e-10:
                kernel = 2 / (np.sqrt(np.pi) * spread)
            else:
                kernel = erf(r / spread) / r
            total += a[0] * b[0] * kernel
    return total


def madelung_constant():
    """alpha, with energy -alpha q^2/(2L) for a point charge and background."""
    kappa = 2.0
    shifts = np.array([v for v in product(range(-5, 6), repeat=3) if any(v)])
    r = np.linalg.norm(shifts, axis=1)
    g2 = (2 * np.pi * r)**2
    potential = np.sum(erfc(kappa * r) / r)
    potential += 4 * np.pi * np.sum(np.exp(-g2 / (4 * kappa**2)) / g2)
    potential -= 2 * kappa / np.sqrt(np.pi) + np.pi / kappa**2
    return -potential


ALPHA = madelung_constant()


def finite_size_term(charges, side):
    c = np.array(charges)
    q = c[:, 0].sum()
    dipole = c[:, 0] @ c[:, 2:]
    second = np.sum(c[:, 0] * (np.sum(c[:, 2:]**2, axis=1) + 3 * c[:, 1]**2))
    return (-ALPHA * q * q / (2 * side)
            + 2 * np.pi * (q * second - dipole @ dipole) / (3 * side**3))


CORE_CHARGE, CORE_WIDTH = 8.0, 0.5
CLOUDS = {"compact": 0.8, "diffuse": 1.0}


def solvent(side, cloud_width, empty_sites):
    charges = []
    for site in product((-1, 0, 1), repeat=3):
        if site not in empty_sites:
            r = [side / 3 * s for s in site]
            charges.append((CORE_CHARGE, CORE_WIDTH, *r))
            charges.append((-CORE_CHARGE, cloud_width, *r))
    return charges


def offset_formula(side, cloud_width, number):
    second = 3 * CORE_CHARGE * (CORE_WIDTH**2 - cloud_width**2)
    return 2 * np.pi * number * second / (3 * side**3)


def moved(charges, shift):
    return [(q, w, x + shift, y + shift, z + shift)
            for q, w, x, y, z in charges]


ELECTRON = [(-1.0, 1.0, 0.0, 0.0, 0.0)]
PROTON = [(1.0, 0.5, 0.0, 0.0, 0.8)]
BASE = [(-0.8, 0.5, 0.0, 0.0, -0.8), (0.8, 0.5, 0.0, 0.0, -1.8)]
ELECTRON_CONSTANT = self_energy(-1.0, 1.0) - 3 / (8 * 1.0**2)
PROTON_CONSTANT = self_energy(1.0, 0.5)


def ion_core(charge):
    return [(float(charge), 0.5, 0.0, 0.0, 0.0)]


cell = Cell(SIDE)
vacant = [(0, 0, 0), (1, 0, 0)]
liquids = {k: solvent(SIDE, w, vacant) for k, w in CLOUDS.items()}
number = len(liquids["compact"]) // 2
print(f"cell side: {SIDE:.1f} bohr; spherical solvent molecules: {number}")
print(f"solvent core charge: {CORE_CHARGE:.1f} e, width {CORE_WIDTH:.1f} bohr")
print(f"temperature: {TEMPERATURE:.2f} K; kT: {KT:.5f} eV")
print(f"Madelung constant, simple cubic: {ALPHA:.6f}")

# Offset formula against the potential actually found in empty space.
offset = {}
for name, width in CLOUDS.items():
    offset[name] = offset_formula(SIDE, width, number) * HARTREE
    direct = cell.potential_at_origin(liquids[name]) * HARTREE
    assert abs(direct - offset[name]) < 2e-3
    print(f"{name} cloud: width {width:.1f} bohr")
    print(f"  offset phi0: formula {offset[name]:.4f} V, direct {direct:.4f} V")
large_side = 22.0
large = Cell(large_side)
width = CLOUDS["diffuse"]
direct = large.potential_at_origin(solvent(large_side, width, vacant)) * HARTREE
formula = offset_formula(large_side, width, number) * HARTREE
assert abs(direct - formula) < 2e-3
print(f"diffuse, same molecules, side {large_side:.1f} bohr: "
      f"phi0 {direct:.4f} V")

# Frozen solvent: periodic removals against the vacuum-referenced ones.
print("frozen solvent, diffuse cloud, removal energies:")
liquid = liquids["diffuse"]
for core_charge in (1, 2):
    core = ion_core(core_charge)
    periodic, vacuum, predicted = [], [], []
    for rest, carrier, constant in ((core, ELECTRON, ELECTRON_CONSTANT),
                                    (BASE, PROTON, PROTON_CONSTANT)):
        before, after = rest + carrier, rest
        periodic.append((cell.energy(after + liquid)
                         - cell.energy(before + liquid) + constant) * HARTREE)
        vacuum.append((isolated_energy(after) - isolated_energy(before)
                       + constant) * HARTREE)
        predicted.append((finite_size_term(after + liquid, SIDE)
                          - finite_size_term(before + liquid, SIDE)) * HARTREE)
        assert abs(periodic[-1] - vacuum[-1] - predicted[-1]) < 3e-3
    residue = sum(periodic) - sum(vacuum)
    leading = -ALPHA * (core_charge - 1) / SIDE * HARTREE
    assert abs(residue - sum(predicted)) < 4e-3
    assert abs(residue - leading) < 0.1
    print(f" reductant charge {core_charge - 1:+d} e")
    print(f"  vacuum zero: electron {vacuum[0]:.4f} eV, "
          f"proton {vacuum[1]:.4f} eV, sum {sum(vacuum):.4f} eV")
    print(f"  cell zero: electron {periodic[0]:.4f} eV, "
          f"proton {periodic[1]:.4f} eV, sum {sum(periodic):.4f} eV")
    print(f"  residue of sum: {residue:.4f} eV; "
          f"multipole formula {sum(predicted):.4f} eV")
    print(f"  leading image term alone: {leading:.4f} eV")

# Thermal solvent: one extra dipole turns in the x-z plane.
DIPOLE_CHARGE, DIPOLE_LENGTH = 0.5, 1.4
angles = np.linspace(0, 2 * np.pi, 72, endpoint=False)
labels, densities = [], []
for name in CLOUDS:
    for state, solute in (("red", ion_core(1) + ELECTRON),
                          ("ox", ion_core(1)),
                          ("acid", BASE + PROTON), ("base", BASE)):
        labels.append((name, state))
        densities.append(cell.density(solute + liquids[name]))
densities = np.array(densities)
surface = np.zeros((len(labels), len(angles)))
for k, angle in enumerate(angles):
    dx = 0.5 * DIPOLE_LENGTH * np.cos(angle)
    dz = 0.5 * DIPOLE_LENGTH * np.sin(angle)
    dipole = [(DIPOLE_CHARGE, 0.5, SIDE / 3 + dx, 0.0, dz),
              (-DIPOLE_CHARGE, 0.5, SIDE / 3 - dx, 0.0, -dz)]
    total = densities + cell.density(dipole)
    surface[:, k] = np.abs(total)**2 @ cell.weight * HARTREE
surface = dict(zip(labels, surface))


def partition_difference(start, end):
    return -KT * (logsumexp(-end / KT) - logsumexp(-start / KT))


def integrated_gap(start, end):
    nodes, weights = np.polynomial.legendre.leggauss(32)
    result = 0.0
    for node, weight in zip(nodes, weights):
        eta = 0.5 * (node + 1)
        exponent = -((1 - eta) * start + eta * end) / KT
        probability = np.exp(exponent - logsumexp(exponent))
        result += 0.5 * weight * np.sum(probability * (end - start))
    return result


print(f"turning dipole: {DIPOLE_CHARGE * DIPOLE_LENGTH:.2f} e bohr, "
      f"distance {SIDE / 3:.3f} bohr")
print("thermal solvent, neutral reductant, free energies:")
oxidation, deprotonation = {}, {}
for name in CLOUDS:
    for first, last, constant, store in (
            ("red", "ox", ELECTRON_CONSTANT, oxidation),
            ("acid", "base", PROTON_CONSTANT, deprotonation)):
        start, end = surface[name, first], surface[name, last]
        by_partition = partition_difference(start, end)
        by_integration = integrated_gap(start, end)
        coarse = partition_difference(start[::2], end[::2])
        assert abs(by_partition - by_integration) < 1e-5
        assert abs(by_partition - coarse) < 1e-4
        store[name] = by_integration + constant * HARTREE
    print(f" {name}: electron removal {oxidation[name]:.4f} eV")
    print(f" {name}: proton removal {deprotonation[name]:.4f} eV")
    print(f" {name}: sum {oxidation[name] + deprotonation[name]:.4f} eV")

offset_change = offset["diffuse"] - offset["compact"]
electron_change = oxidation["diffuse"] - oxidation["compact"]
proton_change = deprotonation["diffuse"] - deprotonation["compact"]
assert abs(offset_change) > 1.0
assert abs(electron_change - offset_change) < 3e-3
assert abs(proton_change + offset_change) < 3e-3
assert abs(electron_change + proton_change) < 3e-3
print("change from compact to diffuse:")
print(f" offset phi0: {offset_change:.4f} V")
print(f" electron removal: {electron_change:.4f} eV")
print(f" proton removal: {proton_change:.4f} eV")
print(f" sum: {electron_change + proton_change:.5f} eV")
mixed = oxidation["diffuse"] + deprotonation["compact"]
matched = oxidation["compact"] + deprotonation["compact"]
print(f"mixed cells (electron diffuse, proton compact): sum {mixed:.4f} eV")
print(f"error in electrode potential from mixing: {mixed - matched:.4f} V")

# Both solutes in one box: total charge is the same before and after.
base_far, proton_far = moved(BASE, SIDE / 3), moved(PROTON, SIDE / 3)
initial = ion_core(1) + ELECTRON + base_far + proton_far
final = ion_core(1) + base_far
charge_before = sum(c[0] for c in initial)
charge_after = sum(c[0] for c in final)
assert abs(charge_before - charge_after) < 1e-12
joint = {}
for name, width in CLOUDS.items():
    surrounding = solvent(SIDE, width, [(0, 0, 0), (1, 1, 1)])
    joint[name] = (cell.energy(final + surrounding)
                   - cell.energy(initial + surrounding)
                   + ELECTRON_CONSTANT + PROTON_CONSTANT) * HARTREE
assert abs(joint["diffuse"] - joint["compact"]) < 3e-3
print(f"one box, frozen solvent: cell charge {charge_before:+.1f} e before, "
      f"{charge_after:+.1f} e after")
print(f" joint removal: compact {joint['compact']:.4f} eV, "
      f"diffuse {joint['diffuse']:.4f} eV")
print("OK")
```

Printed output:

```
cell side: 20.0 bohr; spherical solvent molecules: 25
solvent core charge: 8.0 e, width 0.5 bohr
temperature: 298.15 K; kT: 0.02569 eV
Madelung constant, simple cubic: 2.837297
compact cloud: width 0.8 bohr
  offset phi0: formula -1.6670 V, direct -1.6670 V
diffuse cloud: width 1.0 bohr
  offset phi0: formula -3.2058 V, direct -3.2058 V
diffuse, same molecules, side 22.0 bohr: phi0 -2.4085 V
frozen solvent, diffuse cloud, removal energies:
 reductant charge +0 e
  vacuum zero: electron 9.2151 eV, proton 4.9131 eV, sum 14.1283 eV
  cell zero: electron 4.0849 eV, proton 10.0190 eV, sum 14.1039 eV
  residue of sum: -0.0244 eV; multipole formula -0.0239 eV
  leading image term alone: -0.0000 eV
 reductant charge +1 e
  vacuum zero: electron 28.6345 eV, proton 4.9131 eV, sum 33.5477 eV
  cell zero: electron 19.6707 eV, proton 10.0190 eV, sum 29.6897 eV
  residue of sum: -3.8580 eV; multipole formula -3.8576 eV
  leading image term alone: -3.8603 eV
turning dipole: 0.70 e bohr, distance 6.667 bohr
thermal solvent, neutral reductant, free energies:
 compact: electron removal 5.3374 eV
 compact: proton removal 8.7152 eV
 compact: sum 14.0525 eV
 diffuse: electron removal 3.7990 eV
 diffuse: proton removal 10.2540 eV
 diffuse: sum 14.0529 eV
change from compact to diffuse:
 offset phi0: -1.5388 V
 electron removal: -1.5384 eV
 proton removal: 1.5388 eV
 sum: 0.00036 eV
mixed cells (electron diffuse, proton compact): sum 12.5141 eV
error in electrode potential from mixing: -1.5384 V
one box, frozen solvent: cell charge +1.0 e before, +1.0 e after
 joint removal: compact 14.1839 eV, diffuse 14.1844 eV
OK
```
